# Image-charge shift of oxide core levels near a silicon interface

Let silicon fill the half-space $z<0$ and oxide the half-space $z>0$, with relative permittivities $\varepsilon_s$ and $\varepsilon_o$. Photoemission removes a core electron from an atom at $z=d$ in the oxide and leaves a localized hole of charge $+e$, where $e>0$. The binding energy $E_B$ is the energy of the final state, with the photoelectron at rest at a fixed distant reference, minus the energy of the initial state. The quantity sought is

$$
\Delta E_B(d)=E_B(d)-E_B(\infty),
$$

where $E_B(\infty)$ belongs to the same atom deep in unbounded oxide. A negative $\Delta E_B$ means a lower binding energy and, at fixed photon energy, a higher photoelectron kinetic energy.

The atomic energy of making the hole and the polarization energy of the surrounding bulk oxide are common to both positions and cancel. What remains is the energy $W(d)$ of interaction between the hole and the polarization caused by the interface. Differences in chemical bonding, and any electrostatic potential already present before emission, are separate contributions. The media are taken to be linear, isotropic and local, and the interface abrupt and planar.

The permittivity must match the way the spectrum is read. Consider one polarization mode of quantum $\hbar\omega$, initially in its ground state $|0\rangle$, to which the hole couples linearly:

$$
H=\hbar\omega\,b^\dagger b+g(b+b^\dagger)
=\hbar\omega\left(b^\dagger+\frac{g}{\hbar\omega}\right)\left(b+\frac{g}{\hbar\omega}\right)-\frac{g^2}{\hbar\omega}.
$$

Its levels are $E_n=n\hbar\omega-S\hbar\omega$, with $S=(g/\hbar\omega)^2$. The line without losses therefore lies at the fully relaxed energy $-S\hbar\omega$. If the hole appears suddenly, the level $|n\rangle$ receives the intensity $|\langle n|0\rangle|^2$, and the centroid of the whole spectrum is

$$
\sum_n|\langle n|0\rangle|^2E_n=\langle0|H|0\rangle=0,
$$

the unrelaxed, or vertical, energy. Electronic losses lie mostly several eV from the main line, which therefore contains the electronic relaxation. Lattice quanta in the oxide, roughly 0.1 eV, merge into an envelope whose centroid is that of fixed nuclei. In this linear-coupling picture $\varepsilon_o$ is thus the electronic permittivity, not the larger static one.

The potential $\phi$ obeys $-\nabla\cdot(\varepsilon\nabla\phi)=(e/\varepsilon_0)\delta^3(\mathbf r-d\hat{\mathbf z})$. The medium is uniform in the plane, so write

$$
\phi(\boldsymbol\rho,z)=\int\frac{d^2k}{(2\pi)^2}\,e^{i\mathbf k\cdot\boldsymbol\rho}\phi_k(z),
\qquad
-(\varepsilon\phi_k')'+k^2\varepsilon\phi_k=\frac{e}{\varepsilon_0}\delta(z-d).
$$

In unbounded oxide the decaying solution is $Ae^{-k|z-d|}$. Its slope jumps by $-2kA$ at $z=d$, and integrating the equation across that point gives $2k\varepsilon_oA=e/\varepsilon_0$, so

$$
A=\frac{e}{2\varepsilon_0\varepsilon_ok}.
$$

The interface adds a solution of the source-free equation that decays into the oxide. In silicon there is one solution that decays downwards. Hence

$$
\phi_k=
\begin{cases}
A\left[e^{-k|z-d|}+\beta e^{-k(z+d)}\right],&z>0,\\
A\,t\,e^{k(z-d)},&z<0.
\end{cases}
$$

Continuity of $\phi_k$ at $z=0$ gives $1+\beta=t$. There is no free charge on the interface, so $\varepsilon\phi_k'$ is continuous too. Just above the interface the direct term has slope $+kAe^{-kd}$ and the induced term $-k\beta Ae^{-kd}$, so $\varepsilon_o(1-\beta)=\varepsilon_st$. Eliminating $t$,

$$
\varepsilon_o(1-\beta)=\varepsilon_s(1+\beta)
\quad\Rightarrow\quad
\beta=\frac{\varepsilon_o-\varepsilon_s}{\varepsilon_o+\varepsilon_s},
\qquad
t=\frac{2\varepsilon_o}{\varepsilon_o+\varepsilon_s}.
$$

To return to real space, note that $e^{-k|z|}/2k$ solves $-f''+k^2f=\delta(z)$, the planar transform of $-\nabla^2F=\delta^3(\mathbf r)$. The decaying solution of the latter is $F=1/(4\pi r)$. With $R_\pm=\sqrt{\rho^2+(z\pm d)^2}$, therefore,

$$
\phi=\frac{e}{4\pi\varepsilon_0\varepsilon_o}\left(\frac1{R_-}+\frac{\beta}{R_+}\right)\quad(z>0),
\qquad
\phi=\frac{e(1+\beta)}{4\pi\varepsilon_0\varepsilon_oR_-}\quad(z<0).
$$

Seen from the oxide, the interface acts as an image charge $\beta e$ at $z=-d$, with its potential divided by $\varepsilon_o$. The real source is bound charge on the interface. Let $R=\sqrt{\rho^2+d^2}$. The normal fields just above and below the plane are

$$
E_z(0^\pm)=-\frac{ed}{4\pi\varepsilon_0\varepsilon_oR^3}(1\mp\beta),
$$

and the surface density follows from their difference:

$$
\sigma=\varepsilon_0[E_z(0^+)-E_z(0^-)]=\frac{\beta e}{\varepsilon_o}\,\frac{d}{2\pi(\rho^2+d^2)^{3/2}}.
$$

The second factor integrates to one over the plane, so the total bound charge is $\beta e/\varepsilon_o$. It is negative for $\varepsilon_s>\varepsilon_o$ and attracts the hole.

The induced potential at the hole, where $R_+=2d$, is

$$
\phi_{\rm ind}(d)=\frac{\beta e}{8\pi\varepsilon_0\varepsilon_od}.
$$

This potential is created by the hole itself. If the hole charge is raised from zero as $\lambda e$, the induced potential at each stage is $\lambda\phi_{\rm ind}$, and the work is

$$
W=\int_0^1\lambda\phi_{\rm ind}(d)\,e\,d\lambda=\tfrac12e\phi_{\rm ind}(d).
$$

The core-level shift is therefore

$$
\boxed{\Delta E_B(d)=W(d)=-\frac{e^2}{16\pi\varepsilon_0\varepsilon_od}\,
\frac{\varepsilon_s-\varepsilon_o}{\varepsilon_s+\varepsilon_o}}
$$

The force gives the same factor of one half. The hole and its image are $2d$ apart, so $F_z(z)=\beta e^2/(16\pi\varepsilon_0\varepsilon_oz^2)$ when the hole is at $z$. The work done against this force in bringing it from infinity is

$$
-\int_\infty^dF_z\,dz=\int_d^\infty\frac{\beta e^2}{16\pi\varepsilon_0\varepsilon_oz^2}\,dz
=\frac{\beta e^2}{16\pi\varepsilon_0\varepsilon_od}.
$$

A core hole has a finite size, but a rigid spherical charge lying wholly inside the oxide has the same $W$. At the interface its field is that of a point charge at its centre, so $\sigma$ and the induced potential are unchanged. That induced potential is harmonic throughout the oxide, and its average over any sphere there equals its value at the centre. Hence $\frac12\int\rho_h\phi_{\rm ind}\,d^3r=\frac12e\phi_{\rm ind}(d)$ for the hole density $\rho_h$.

The shift vanishes for equal permittivities and changes sign if the substrate is less polarizable than the oxide. For $\varepsilon_s\to\infty$, $\beta\to-1$ and the ideal-metal result $-e^2/(16\pi\varepsilon_0\varepsilon_od)$ appears. The divergence at $d\to0$ is not physical: a local permittivity and a sharp plane lose their meaning at atomic distances.

For numbers, take $\varepsilon_s=12$ and $\varepsilon_o=2.1$, rough electronic values for silicon and SiO$_2$. Then

$$
\beta=\frac{2.1-12}{2.1+12}=-0.702,
\qquad
\frac{e^2}{16\pi\varepsilon_0}=0.360\ \text{eV nm},
$$

$$
W(d)=\frac{0.360\times(-0.702)}{2.1\,d}=-\frac{0.120\ \text{eV nm}}{d}.
$$

The interface carries a bound charge of $-0.702e/2.1=-0.334e$. At $d=0.5$ nm the shift is $-0.241$ eV, or $-241$ meV; at 2 nm it is $-0.060$ eV. Oxide atoms at these two depths thus differ in binding energy by 0.18 eV through screening alone.

Two numerical tests bear on the derivation. A finite-difference solution of the equation for $\phi_k$, summed over $k$, gives $-0.075226$ eV at $d=1.6$ nm, and the boxed formula gives the same digits. At 0.8 nm, integrating the force of the interface charge gives a work of $-0.15045$ eV, while the induced potential is $-0.30090$ V, twice as large in magnitude.

An oxide film also has an outer surface. Let vacuum begin at $z=L$ and define $\gamma=(\varepsilon_o-1)/(\varepsilon_o+1)$, the reflection factor obtained from $\beta$ by replacing $\varepsilon_s$ with 1. In the film,

$$
\phi_k=A\left[e^{-k|z-d|}+Pe^{-kz}+Qe^{kz}\right].
$$

The term leaving each boundary is the reflection factor times the sum of the terms arriving there:

$$
P=\beta(e^{-kd}+Q),\qquad
Qe^{kL}=\gamma\left(e^{-k(L-d)}+Pe^{-kL}\right).
$$

Substituting each relation into the other gives

$$
P=\frac{\beta\left[e^{-kd}+\gamma e^{-k(2L-d)}\right]}{1-\beta\gamma e^{-2kL}},
\qquad
Q=\frac{\gamma\left[e^{-k(2L-d)}+\beta e^{-k(2L+d)}\right]}{1-\beta\gamma e^{-2kL}}.
$$

The induced part at the hole is $A(Pe^{-kd}+Qe^{kd})$. Using $d^2k=2\pi k\,dk$ and the factor one half,

$$
W_L=\frac{e^2}{8\pi\varepsilon_0\varepsilon_o}\int_0^\infty dk\,
\frac{\beta e^{-2kd}+\gamma e^{-2k(L-d)}+2\beta\gamma e^{-2kL}}{1-\beta\gamma e^{-2kL}}.
$$

Expand the denominator as a geometric series and use $\int_0^\infty e^{-2ks}dk=1/(2s)$. The last term of the numerator gives $\sum_{m\ge1}(\beta\gamma)^m/(mL)=-\ln(1-\beta\gamma)/L$. Thus

$$
W_L=\frac{e^2}{16\pi\varepsilon_0\varepsilon_o}\left\{\sum_{n=0}^\infty(\beta\gamma)^n
\left[\frac{\beta}{d+nL}+\frac{\gamma}{L-d+nL}\right]-\frac2L\ln(1-\beta\gamma)\right\}.
$$

For $L\to\infty$ at fixed $d$ only the first image survives. For $L=2$ nm and $d=0.8$ nm, the series and a finite-difference solution both give $-0.132633$ eV.

In a 5 nm film $\gamma=0.355$. The shift is $-0.239$ eV at 0.5 nm, almost the half-space value, because the terms added by the outer surface nearly cancel. The direct vacuum image and the logarithmic term are

$$
\frac{0.360}{2.1}\,\frac{0.355}{4.5}=+0.014\ \text{eV},
\qquad
-\frac{0.360}{2.1}\,\frac25\ln(1.249)=-0.015\ \text{eV}.
$$

The repeated images, with $n\ge1$ in the series, add about $+0.003$ eV, so the net change is a slight weakening of the shift. At 4 nm, only 1 nm from vacuum, the shift is $+0.016$ eV instead of $-0.030$ eV. Vacuum cannot polarize, so a hole near it is less well screened than in bulk oxide. The simple $1/d$ law is good only in the part of the film near silicon: at 1 nm the film value is $-0.117$ eV against $-0.120$ eV, but at 2 nm it is already $-0.053$ eV against $-0.060$ eV.

Close to silicon, the finite range of its screening matters. Let its permittivity be $\varepsilon(Q)$, with $Q^2=k^2+q^2$ and $q$ the wavenumber along $z$. A specular-surface model extends the potential in silicon evenly into $z>0$, as if the silicon were infinite. If the normal displacement at the surface has magnitude $D$, the even extension reverses its direction across the plane and requires a sheet source $2D$. Therefore

$$
\phi_k(0)=\int_{-\infty}^{\infty}\frac{dq}{2\pi}\,\frac{2D}{\varepsilon_0Q^2\varepsilon(Q)}.
$$

In a local medium $D=\varepsilon_0\varepsilon_sk\phi_k(0)$. Defining the surface permittivity by the same ratio, $\varepsilon_{\rm surf}=D/[\varepsilon_0k\phi_k(0)]$, gives

$$
\frac1{\varepsilon_{\rm surf}(k)}=\frac{2k}{\pi}\int_0^\infty\frac{dq}{Q^2\varepsilon(Q)}.
$$

The matching at $z=0$ is as before, with $\varepsilon_s$ replaced by $\varepsilon_{\rm surf}(k)$ in $\beta$, and

$$
W=\frac{e^2}{8\pi\varepsilon_0\varepsilon_o}\int_0^\infty dk\,\beta(k)e^{-2kd}.
$$

At large $d$ small $k$ dominates, and for an $\varepsilon(Q)$ that is smooth in $Q^2$ the leading correction is linear in $k$:

$$
\frac1{\varepsilon_{\rm surf}}\simeq\frac1{\varepsilon_s}+k\ell,
\qquad
\ell=\frac2\pi\int_0^\infty\frac{dq}{q^2}\left[\frac1{\varepsilon(q)}-\frac1{\varepsilon_s}\right].
$$

With $u=1/\varepsilon_{\rm surf}$, $\beta=(\varepsilon_ou-1)/(\varepsilon_ou+1)$ and $d\beta/du=2\varepsilon_o/(1+\varepsilon_ou)^2$. Evaluating this at $u=1/\varepsilon_s$ and using $\int_0^\infty ke^{-2kd}dk=1/(4d^2)$,

$$
\delta W\simeq\frac{e^2}{16\pi\varepsilon_0}\,
\frac{\varepsilon_s^2}{(\varepsilon_s+\varepsilon_o)^2}\,\frac{\ell}{d^2}.
$$

If silicon screens less well at short wavelengths, $\varepsilon(q)<\varepsilon_s$, then $\ell>0$ and the shift is weakened.

A simple choice is $\varepsilon(Q)=1+(\varepsilon_s-1)/(1+Q^2/Q_0^2)^2$. At large $Q$ the response must become that of free electrons, $\varepsilon-1\to[\hbar\omega_p/(\hbar^2Q^2/2m)]^2$, with $m$ the electron mass and $\omega_p$ the plasma frequency, which fixes $Q_0^2=2m\omega_p/(\hbar\sqrt{\varepsilon_s-1})$. A rough valence density of 200 nm$^{-3}$ gives $\hbar\omega_p=16.6$ eV and $Q_0=11.5$ nm$^{-1}$. The half-space shift then becomes $-0.302$ eV at 0.3 nm, $-0.202$ eV at 0.5 nm and $-0.110$ eV at 1 nm. Relative to the local values, these are reductions of 25%, 16% and 9%. The model function is fixed only at long and short wavelengths, so other interpolations give a different $\ell$ and somewhat different percentages; nonlocal response of the oxide is neglected. The differences at 1 and 2 nm, 0.0103 and 0.0027 eV, fall by nearly a factor of four, as the $1/d^2$ law requires.

The parameters lie in the regime of thin thermal SiO$_2$ on silicon, but the real interface is not a sharp plane: it contains partly oxidized silicon over a few tenths of a nanometre. As a rough representation, place a layer of permittivity 5 between $z=0$ and 0.2 nm, with $d$ still measured from silicon. The shift at 0.5 nm changes from $-0.241$ to $-0.339$ eV, and at 1 nm from $-0.120$ to $-0.139$ eV. The more polarizable layer brings a dielectric boundary closer to the hole. This correction, 41% and 16% of the sharp-plane value, opposes that of nonlocal screening. For this choice of layer it is the larger of the two at both distances, but a thinner or less polarizable layer can reverse the order. In the local model it grows without limit as the hole approaches the layer, so the value at 0.5 nm is already uncertain by tens of percent, and closer in the formula gives neither a dependable value nor a dependable scale. Atoms there also have different bonding, whose chemical shifts the model does not contain.

Slow polarization changes the energy less simply. If the lattice relaxed fully and the relaxed energy were read, the static value $\varepsilon_o=3.9$ would give $-0.094$ eV at 0.5 nm, measured from a hole deep in equally relaxed oxide. The magnitude falls because the oxide itself screens more and its contrast with silicon is smaller. Free carriers in silicon can be sized by linear Debye screening. With a screening length $\lambda$, the potential in silicon obeys $\phi_k''=(k^2+\lambda^{-2})\phi_k$, so $\varepsilon_{\rm surf}=\varepsilon_s\sqrt{k^2+\lambda^{-2}}/k$. At 300 K and $10^{17}$ cm$^{-3}$, $\lambda=13$ nm and the shift at 0.5 nm becomes $-0.247$ eV. This too is a fully relaxed energy: for an effective mass near $0.26m$ the carrier plasma quantum is only about 7 meV, so by the argument used for the lattice it would not move the centroid of the measured line. A Debye sphere also holds only about one carrier. The figure is an estimate of size and not a bound, since the hole's potential in nearby silicon exceeds the thermal voltage and the response need not be linear.

A potential present before emission can be as important as the image term. Suppose a positive sheet of $10^{12}$ elementary charges per cm$^2$ lies on the outer surface and its compensating charge lies in silicon. This density is high compared with the fixed charge of a good annealed oxide, and that fixed charge lies near the silicon interface, where it produces no field across most of the film; the example stands for charge on the surface or left by the measurement. The static permittivity applies to such slow charge, and the field is

$$
\frac{e\times10^{12}\ \text{cm}^{-2}}{3.9\,\varepsilon_0}=0.46\ \text{MV/cm}.
$$

The electrostatic potential rises away from silicon, which lowers electron energies and raises binding energies by 0.046 eV per nm, or 0.23 eV across the 5 nm film. Between 0.5 and 2 nm this adds $1.5\times0.046=0.07$ eV to the 0.18 eV from the image term, with the same sign; negative charge would subtract it. A shift with depth therefore identifies hole screening only if the oxide field is known or small.

The same separation matters for band alignment. An oxide core line from a thin film may be combined with a core-to-valence-edge separation taken from thick oxide. The inferred band offset then contains the interface screening of the core hole in the thin film, unless it is subtracted. For a core hole 1 nm above silicon in the 5 nm film, measured against one deep in thick oxide, that term is $-0.117$ eV in this model. The vacuum surface of the thick sample matters little: core and valence holes at the same depth are shifted alike, so their separation is nearly unchanged. A silicon core hole used as the reference has its own image shift, given by the boxed formula with the two media exchanged: $+0.360\times0.702/(12\,d)$, or about $+0.02$ eV at 1 nm below the interface. The remaining values for the different distances are in the numerical output.

## Computed results

```
Silicon relative permittivity (rough input): 12.0
Oxide electronic permittivity (rough input): 2.1
Oxide static permittivity (rough input): 3.9
Film thickness: 5.0 nm
e^2/(16 pi eps0): 0.35999 eV nm
Silicon image factor beta: -0.7021
Vacuum image factor gamma: 0.3548
Total interface bound charge: -0.3343 e
Shift times distance: -0.1204 eV nm
Shifts in eV: half-space; film with vacuum; nonlocal silicon
d = 0.3 nm: -0.4012; -0.3998; -0.3018
d = 0.5 nm: -0.2407; -0.2390; -0.2022
d = 1.0 nm: -0.1204; -0.1174; -0.1101
d = 2.0 nm: -0.0602; -0.0531; -0.0575
d = 4.0 nm: -0.0301; +0.0161; -0.0294
Half-space shift, 0.5 minus 2.0 nm: -0.1805 eV
Film shift, 0.5 minus 2.0 nm: -0.1859 eV
Half-space shift at 0.5 nm: -240.7 meV
Finite-difference shift at 1.6 nm: -0.075226 eV
Image-formula shift at 1.6 nm: -0.075226 eV
Test film thickness: 2.0 nm; hole distance: 0.8 nm
Finite-difference film shift: -0.132633 eV
Reflection-series film shift: -0.132633 eV
Work to bring hole to 0.8 nm: -0.150452 eV
Induced potential at 0.8 nm: -0.300904 V
Silicon valence density (rough): 200 nm^-3
Silicon plasma energy: 16.61 eV
Screening wavevector scale: 11.46 nm^-1
|Shift at 0.3 nm| / plasma energy: 0.0242
Transition layer: 0.2 nm, eps 5.0
Shift with transition layer at 0.5 nm: -0.3385 eV
Shift with transition layer at 1.0 nm: -0.1391 eV
Static-lattice image shift at 0.5 nm: -0.0940 eV
Temperature: 300 K; carriers: 1.0e+17 cm^-3
Silicon Debye length: 13.09 nm
Static-carrier shift at 0.5 nm: -0.2470 eV
Static-carrier shift at 2.0 nm: -0.0652 eV
Oxide sheet charge (rough): 1.0e+12 e/cm^2
Oxide field from sheet: 0.464 MV/cm
Initial-state energy slope: 0.0464 eV/nm
Initial-state change across film: 0.2320 eV
```
